# Long-range kernel in W and the bootstrap relation for alpha

**Q.** In quasiparticle self-consistent GW (QSGW) one can add a kernel $-\alpha/q^2$ to the screening. What object is being changed?

**A.** Take Hartree atomic units, a cubic nonmagnetic insulator, and matrices in reciprocal vectors $G,G'$ at fixed $q$. The Coulomb matrix is diagonal, $v_G=4\pi/|q+G|^2$, with head $v_0=4\pi/q^2$. The independent-particle response $\chi^0$ is built from the current QSGW orbitals and energies. The vertex enters the screening and not the self-energy:
$$\chi=\chi^0+\chi^0(v+f)\chi,\qquad \epsilon^{-1}=1+v\chi,\qquad W=\epsilon^{-1}v,\qquad \Sigma=iGW .$$
This $W$ is the interaction between two test charges. The kernel is static and has a head only, $f_{GG'}=-(\alpha/q^2)\delta_{G0}\delta_{G'0}$, so $f_{00}=-av_0$ with $a=\alpha/4\pi$. The macroscopic dielectric function is $\epsilon_M=1/\epsilon^{-1}_{00}$, and $\epsilon_\infty$ is its value at $q\to0$, $\omega=0$.

**Q.** Why $1/q^2$? A finite kernel looks more natural than a divergent one.

**A.** Because of how $\chi^0_{00}$ vanishes. On the imaginary axis, with $N$ k points and cell volume $V_c$,
$$\chi^0_{GG'}(q,i\omega)=-\frac{4}{NV_c}\sum_{k,v,c}\rho^*_G\,\rho_{G'}\,\frac{\Delta}{\Delta^2+\omega^2},$$
where $\rho_G=\langle c,k+\tfrac q2|e^{i(q+G)\cdot r}|v,k-\tfrac q2\rangle$ and $\Delta$ is the transition energy. One factor 2 is spin. The other comes from adding the resonant term and, by time reversal $k\to-k$, the antiresonant one: $1/(i\omega-\Delta)+1/(-i\omega-\Delta)=-2\Delta/(\Delta^2+\omega^2)$. For a local potential the periodic parts obey $H(k)=(p+k)^2/2+V$, so $H(k+\tfrac q2)-H(k-\tfrac q2)=q\cdot(p+k)$. Placing this between $\langle u_c(k+\tfrac q2)|$ and $|u_v(k-\tfrac q2)\rangle$ gives $\Delta\,\rho_0=q\cdot\langle u_c|p+k|u_v\rangle$. With a gap, $\Delta$ stays finite, $\rho_0\propto q$, and
$$x_0\equiv-v_0\chi^0_{00}\;\to\;\frac{16\pi}{NV_c}\sum\frac{|\hat q\cdot p_{cv}|^2}{\Delta^3}\qquad(q\to0,\ \omega=0).$$
The QSGW potential is nonlocal, which changes the coefficient. The factor $q$ remains, because $u_c$ and $u_v$ are orthogonal at equal $k$. The kernel acts through $f_{00}\chi^0_{00}=ax_0$, which is finite. A constant head $f_{00}=-K$ has $a=Kq^2/4\pi$ and drops out as $q\to0$.

**Q.** That is the head of $\chi^0$. What enters $W$ is an inverse matrix, and local fields mix head and body. What is $\epsilon^{-1}_{00}$?

**A.** Split $v+f=\bar v+K$, where $\bar v$ is $v$ with its head set to zero and $K$ has the single element $K_{00}=(1-a)v_0$. Define $\bar\chi=(1-\chi^0\bar v)^{-1}\chi^0$. The Dyson equation reads $(1-\chi^0\bar v)\chi=\chi^0+\chi^0K\chi$, and multiplying from the left by $(1-\chi^0\bar v)^{-1}$ gives $\chi=\bar\chi+\bar\chi K\chi$. Since $K$ has one element, the head closes on itself:
$$\chi_{00}=\bar\chi_{00}+\bar\chi_{00}(1-a)v_0\chi_{00}.$$
Set $x=-v_0\bar\chi_{00}$ and multiply by $v_0$. Then $v_0\chi_{00}[1+(1-a)x]=-x$, and
$$\epsilon^{-1}_{00}=1-\frac{x}{1+(1-a)x}=\frac{1-ax}{1+(1-a)x}.$$
At $a=0$ this is $1/(1+x)$, so $x=\epsilon_{\rm RPA}-1$ with all local fields included. Inverting and subtracting 1, the numerator is $1+(1-a)x-(1-ax)=x$, so $\epsilon_M-1=x/(1-ax)$, or
$$\frac{1}{\epsilon_M-1}=\frac{1}{\epsilon_{\rm RPA}-1}-\frac{\alpha}{4\pi}.$$
No step used small $q$ or $\omega=0$, so for a head-only static kernel this holds at each $q$ and each frequency. Subtracting $1/(1+x)$ over a common denominator, the numerator is $(1-ax)(1+x)-1-(1-a)x=-ax^2$:
$$\delta\epsilon^{-1}_{00}=-\frac{ax^2}{(1+x)\,[1+(1-a)x]} .$$
A positive $\alpha$, an electron–hole attraction, strengthens the screening.

**Q.** You now have two numbers, $x_0$ and $x$. How are they related?

**A.** Symmetrize, $P=-v^{1/2}\chi^0v^{1/2}$ and $\bar P=-v^{1/2}\bar\chi v^{1/2}$, and let $B$ project on the body $G\neq0$. The definition of $\bar\chi$ becomes $\bar P=P-PB\bar P$. Its first column gives $\bar P_{00}=P_{00}-P_{0b}\bar P_{b0}$ and $\bar P_{b0}=P_{b0}-P_{bb}\bar P_{b0}$, hence
$$x=x_0-P_{0b}(1+P_{bb})^{-1}P_{b0}.$$
On the imaginary axis every weight $\Delta/(\Delta^2+\omega^2)$ is positive, so $P=AA^\dagger$ with one column of $A$ per transition. The identity $(1+AA^\dagger B)A=A(1+A^\dagger BA)$ gives $\bar P=A(1+A^\dagger BA)^{-1}A^\dagger$. The matrix $A^\dagger BA$ is positive semidefinite, so the eigenvalues of the inverse lie in $(0,1]$. With $A_0$ the first row of $A$, $x=A_0(1+A^\dagger BA)^{-1}A_0^\dagger$ and $x_0=A_0A_0^\dagger$, so the ratio $r=x/x_0$ obeys $0<r\le1$, with $r=1$ when the wings $P_{0b}$ vanish.

**Q.** I would like to see a crystal before trusting this.

**A.** Take a model: simple cubic, $L=6$ bohr, $V=-2U\sum_i\cos(2\pi x_i/L)$ with $U=0.1$ Ha, two electrons per cell, an $8^3$ shifted mesh, five bands per axis, 81 $G$ vectors, $q=0.002$ bohr$^{-1}$. The indirect gap is 0.0717 Ha (1.951 eV) and the direct gap 0.1984 Ha. The Adler–Wiser sum gives $x_0=1.9997$ against 1.9998 from the $k\cdot p$ formula, and $\epsilon_{\rm RPA}=2.5214$. A scissor of 0.05 Ha on all transitions, at fixed $\rho_G$, stands in for the QSGW gap opening; no QSGW cycle is run. It gives $x_0=1.6380$, $x=1.2879$, $r=0.7863$, $\epsilon_{\rm RPA}=2.2879$. With 33 $G$ vectors the last value is 2.2886. The $8^3$ mesh is a larger source of error: a converged mesh raises this $\epsilon_{\rm RPA}$ by about 0.007 and the unscissored one by about 0.01, and it moves the head-bootstrap results found below by about $+0.008$ in $\epsilon_\infty$ and $-0.02$ in $\alpha$. The numbers below belong to this mesh, and four decimals are kept only so that the arithmetic can be followed.

The head formulas are tested against direct solution of the 81-dimensional Dyson equation; the numerical output lists the results, and the intermediate numbers follow from them by hand. For $\alpha=1$, $a=0.07958$ and
$$\delta\epsilon_\infty=\frac{ax^2}{1-ax}=\frac{0.07958\times1.6587}{1-0.1025}=0.1471,$$
which changes by a factor 0.9999 when $q$ is doubled. For $K=10$ Ha bohr$^3$, $a=3.183\times10^{-6}$ and $\delta\epsilon=ax^2=5.28\times10^{-6}$, which grows by a factor 3.9996 when $q$ is doubled, as $q^2$ scaling requires.

**Q.** The denominator $1-ax$ can vanish. And a static kernel acts at every frequency, so doesn't it spoil the f-sum rule?

**A.** At $ax(0)=1$ the static head of $W$ is zero and $\epsilon_\infty$ diverges; just beyond it the static screening changes sign and $\epsilon_M$ has a pole at imaginary frequency, while $\chi$ itself stays finite. "Unstable" below refers to this pole of $\epsilon_M$. In the model the critical value is $4\pi/1.2879=9.757$, and the vanishing of the head there is tested. Below it, the other denominator $1+(1-a)x=(1-ax)+x$ is positive. The static point is the worst one on the imaginary axis: the weights fall with $\omega$, so $P(i\omega)\le P(0)$, and for invertible $P$ the form $\bar P=(P^{-1}+B)^{-1}$ preserves this order, so $x(i\omega)\le x(0)$. On the real axis $\epsilon_M$ has a pole where $ax(\omega)=1$. For one oscillator, $x=\omega_p^2/(E^2-\omega^2)$, this is $\omega^2=E^2-a\omega_p^2$, the transverse (optical) excitation, pulled below $E$. It reaches zero at $ax(0)=1$ and has $\omega^2<0$ beyond, which is the instability. The longitudinal excitation, a pole of $\chi$ itself, lies at $1+(1-a)x=0$, or $\omega^2=E^2+(1-a)\omega_p^2$, and is still at positive $\omega^2$ there.

For the sum rule, stay on the imaginary axis, at $i\omega$. At large $\omega$, $P\propto\omega^{-2}$. The local-field term in $x$ and the kernel term in $\epsilon_M-1=x+ax^2+\dots$ are both of order $\omega^{-4}$, so the $\omega^{-2}$ coefficient is that of $x_0$, namely $16\pi\langle\sum_c\Delta|\rho_0|^2\rangle_k/(q^2V_c)$ for one filled band. For the local potential, completeness over all bands gives $\sum\Delta|\rho_0|^2=q\cdot\langle u_v|p+k|u_v\rangle=q^2/2+q\,e'(k-\tfrac q2)$, with $e$ the filled band and the prime taken along $q$. The intraband term and $e'(k)$ are odd in $k$ and cancel on a symmetric mesh, leaving $(q^2/2)(1-\langle e''\rangle)$. Thus $\omega^2(\epsilon_M-1)\to4\pi n(1-\langle e''\rangle)$ with $n=2/V_c$, where $\langle e''\rangle$ vanishes for a dense mesh. Without the scissor, at $i\omega$ with $\omega=50$ Ha, the test finds 0.9989 in units of $4\pi n$ with and without the kernel, against 0.9990 for this mesh. The scissor at fixed $\rho_G$ raises every $\Delta$ and breaks the rule: the scissored $\chi^0$ used for the bootstrap numbers gives about 1.20, again with and without the kernel.

**Q.** So far $\alpha$ is free. What does the bootstrap fix, and is $\alpha$ then a function of $\epsilon_\infty$?

**A.** The self-consistent bootstrap, restricted to the head, sets $f_{00}=\epsilon^{-1}_{00}/\chi^0_{00}$ at $\omega=0$, with the dielectric function that the kernel itself produces. Since $\chi^0_{00}=-x_0/v_0$, this is $f_{00}=-v_0/(\epsilon_\infty x_0)$, of the long-range form, with
$$a=\frac{1}{\epsilon_\infty x_0},\qquad ax=\frac{r}{\epsilon_\infty}.$$
Insert this in $\epsilon_\infty-1=x/(1-ax)=x\epsilon_\infty/(\epsilon_\infty-r)$ and clear the denominator:
$$(\epsilon_\infty-1)(\epsilon_\infty-r)=x\,\epsilon_\infty .$$
Now $a=r/(x\epsilon_\infty)$, and the equation just obtained replaces $x\epsilon_\infty$:
$$\alpha=\frac{4\pi r}{(\epsilon_\infty-1)(\epsilon_\infty-r)} .$$
So $\alpha$ depends on $\epsilon_\infty$ and on the local-field ratio. It reduces to a function of $\epsilon_\infty$ alone, $\alpha=4\pi/(\epsilon_\infty-1)^2$, at $r=1$.

**Q.** A quadratic has two roots. Which one, and how large can the correction be?

**A.** Expand: $p(\epsilon)=\epsilon^2-s\epsilon+r$ with $s=1+r+x$, roots $\epsilon_\pm=[s\pm\sqrt{s^2-4r}]/2$, and product $\epsilon_+\epsilon_-=r$. Evaluate $p(\epsilon)=(\epsilon-1)(\epsilon-r)-x\epsilon$ at four points: $p(0)=r>0$; $p(r)=-xr<0$; $p(1+x)=x(1+x-r)-x(1+x)=-xr<0$; and $p(s)=r>0$ from the expanded form. Therefore $0<\epsilon_-<r$ and
$$\epsilon_{\rm RPA}<\epsilon_+<\epsilon_{\rm RPA}+r .$$
On the lower root $ax=r/\epsilon_-=\epsilon_+>1$, past the instability, so it is discarded. On the upper root $ax=r/\epsilon_+=\epsilon_-<1$, which is stable. The head bootstrap raises $\epsilon_\infty$ by less than $r\le1$, whatever $\epsilon_{\rm RPA}$ is.

In the model $s=3.0742$, $s^2-4r=9.4507-3.1452=6.3055$ with square root 2.5111, so $\epsilon_\infty=2.7926$ and $\epsilon_-=0.2815$. The increase is 0.5047, about two thirds of the bound 0.7863. Then
$$\alpha=\frac{4\pi\times0.7863}{1.7926\times2.0063}=2.747,\qquad a=0.2186 .$$
The $r=1$ formula at the same $\epsilon_\infty$ gives 3.9105, which is 42% above 2.7471. The head of $\epsilon^{-1}$ falls from 0.4371 to 0.3581, in agreement with $-0.2186\times1.6587/(2.2879\times2.0064)=-0.0790$. The same $a$ is kept at finite frequency: at $i\omega$ with $\omega=0.2$ Ha, $x=0.8950$ and $(1-0.1956)/(1+0.6994)=0.4733$ against the RPA 0.5277; at 0.5 Ha the values are 0.7179 and 0.7343. The change shrinks with frequency because $x$ falls, and at small $x$ the change is of order $x^2$.

**Q.** In practice one iterates. Does the iteration find that root?

**A.** Near it, yes. The map is $g(\epsilon)=1+x\epsilon/(\epsilon-r)$, with $g'=x[(\epsilon-r)-\epsilon]/(\epsilon-r)^2=-xr/(\epsilon-r)^2$. At the fixed point $x=(\epsilon-1)(\epsilon-r)/\epsilon$, so
$$g'=-\frac{r(\epsilon-1)}{\epsilon(\epsilon-r)} .$$
Its magnitude is below 1 when $\epsilon(\epsilon-r)-r(\epsilon-1)>0$. That expression equals $(\epsilon-r)^2+r(1-r)$, which is positive for $\epsilon>1$ and $0<r\le1$. The negative sign makes the iterates alternate. Starting from the RPA value they run 2.2879, 2.9623, 2.7533, 2.8027, 2.7901, and the measured ratio of successive steps, $-0.2516$, is tested against $-0.7863\times1.7926/(2.7926\times2.0063)$. A single step, $1+1.2879/(1-0.7863/2.2879)=2.9623$, overshoots the fixed point by 0.17.

**Q.** What are the limits of strong and weak screening?

**A.** For $r=1$, $s=x+2$ and $\epsilon_\infty=1+x/2+\sqrt{x+x^2/4}$. At large $x$ write $\epsilon_\infty=\tfrac s2[1+\sqrt{1-4/s^2}]=s-1/s+O(s^{-3})=x+2-1/x+O(x^{-2})$. The increase approaches 1 from below and $\alpha\simeq4\pi/x^2$. The pairs $(\epsilon_{\rm RPA},\epsilon_\infty)$ from scalar iteration are $(2,2.6180)$, $(5,5.8284)$, $(11,11.9161)$ and $(101,101.9902)$, with $\alpha=4.800$, 0.5390, 0.1055 and 0.00123. The relative effect on $\epsilon_\infty$ falls from 31% of the RPA value at $\epsilon_{\rm RPA}=2$ to 8% at 11.

At small $x$ put $\epsilon_\infty=1+\delta$, so that $\delta(1-r+\delta)=x(1+\delta)$. For $r=1$ this gives $\delta\simeq\sqrt x$, which is not analytic in $x$. At $x=0.01$ the iteration gives 1.1051 and $\alpha=1137$, with $ax=1/\epsilon_\infty=0.905$, close to the instability. A dilute polarizable medium should have $\delta\propto x$, so at $r=1$ the recipe fails in this limit. For fixed $r<1$ and $x\ll(1-r)^2$ the same equation gives $\delta\simeq x/(1-r)$, linear but with a slope that the kernel multiplies by $1/(1-r)$. For a metal $x$ diverges as $q\to0$ and $\epsilon_\infty$ in this sense does not exist. In a non-cubic crystal $x_0$, $x$ and $\alpha$ depend on the direction of $q$.

**Q.** There is also the RPA bootstrap, which needs no iteration. Same relation?

**A.** A different one. It sets $f_{00}=1/(\epsilon_{\rm RPA}\bar\chi_{00})$, with local fields in both factors. With $\bar\chi_{00}=-x/v_0$, $a=1/(\epsilon_{\rm RPA}x)$ and $ax=1/\epsilon_{\rm RPA}<1$. Then $1-ax=(\epsilon_{\rm RPA}-1)/\epsilon_{\rm RPA}=x/\epsilon_{\rm RPA}$, so $\epsilon_\infty-1=\epsilon_{\rm RPA}$. Substituting $\epsilon_{\rm RPA}=\epsilon_\infty-1$ and $x=\epsilon_\infty-2$,
$$\epsilon_\infty=\epsilon_{\rm RPA}+1,\qquad \alpha=\frac{4\pi}{(\epsilon_\infty-1)(\epsilon_\infty-2)} .$$
Here $r$ does not appear. The model gives $\epsilon_\infty=3.2879$ and $\alpha=4\pi/(2.2879\times1.2879)=4.265$. As $x\to0$ the recipe gives $\epsilon_\infty\to2$ instead of 1, so it too fails for weak screening. The two recipes give different relations between $\alpha$ and $\epsilon_\infty$, and the first also contains $r$; the statement that holds for any head-only kernel is $\alpha=4\pi[1/(\epsilon_{\rm RPA}-1)-1/(\epsilon_\infty-1)]$.

**Q.** Then does the bootstrap undo the underscreening caused by the larger quasiparticle gap?

**A.** Nothing in its definition makes it do so. In the model, restoring the unscissored value 2.5214 takes $\alpha=4\pi(1/1.2879-1/1.5214)=4\pi\times0.1192\approx1.50$, tested against a root search on the matrix equation, which gives 1.4971. The head bootstrap supplies 2.747 and lands at 2.7926, with an increase of 0.505 where 0.234 would restore the target. The target is itself an RPA value for a model, not a correct dielectric constant. The bootstrap computes its correction from the current $x$ and $r$ alone; the size of the gap opening is not an input.

**Q.** A kernel with only a head should leave the rest of $W$ alone.

**A.** It does not. Split the other way, with $\chi^R$ the full RPA response, by the same argument as before: $\chi=\chi^R+\chi^Rf\chi$. The element $GG'$ is $\delta\chi_{GG'}=\chi^R_{G0}f_{00}\chi_{0G'}$, and the row $G=0$ gives $\chi_{0G'}=\chi^R_{0G'}/(1-f_{00}\chi^R_{00})$. Together,
$$\delta\chi_{GG'}=\frac{\chi^R_{G0}\,f_{00}\,\chi^R_{0G'}}{1-f_{00}\chi^R_{00}} .$$
Each wing contains one $\rho_0\propto q$, and $f_{00}\propto q^{-2}$, so the body change is finite as $q\to0$. The formula is tested element by element on the symmetrized matrix $v^{1/2}\delta\chi\,v^{1/2}$. For $q$ along a cube axis the largest wing change is 0.0176 and the largest body change 0.00391, beside 0.0790 for the head. Wings and body depend on the direction of $q$ even in the cubic crystal: along (111) they are 0.0102 and 0.0013, with the same head. A symmetric rank-one matrix requires wing squared to equal head times body: $0.0176^2=3.10\times10^{-4}$ and $0.0790\times0.00391=3.09\times10^{-4}$.

**Q.** And if the kernel is placed differently?

**A.** Three cases. First, the diagonal kernel $-\alpha/|q+G|^2$ scales all of $v$ by $1-a$. The head equation is unchanged, but $\bar v$ becomes $(1-a)\bar v$, so $x$ is replaced by $x'=A_0[1+(1-a)A^\dagger BA]^{-1}A_0^\dagger$, which for $0<a<1$ is at least $x$ because the inverted matrix is smaller. At the same $\alpha$, $x'=1.3405$ and $\epsilon_\infty=1+1.3405/(1-0.2930)=2.896$.

Second, an electron in the medium feels $(v+f)\chi$ rather than $v\chi$. The test-electron head for the head-only kernel is
$$1+(1-a)v_0\chi_{00}=1-\frac{(1-a)x}{1+(1-a)x}=\frac{1}{1+(1-a)x}=\frac{1}{2.0064}=0.4984 .$$
It lies above the RPA 0.4371, while the test-charge head lies below. The sign of the effect thus depends on whether the same kernel is also attached to the self-energy.

Third, the full-matrix bootstrap uses $v^{-1/2}fv^{-1/2}=-\epsilon^{-1}_{\rm sym}/x_0$ with $\epsilon^{-1}_{\rm sym}=1+v^{1/2}\chi v^{1/2}$. Its head is $\alpha=4\pi/(\epsilon_\infty x_0)$ by definition, but $K$ no longer has one element and the quadratic does not apply. The model gives $\alpha=2.860$ and $\epsilon_\infty=2.682$, below the head-only 2.793. This is the opposite of the diagonal case, although the head is larger and the body of the kernel is attractive. The decrease comes from the wings of the kernel: with the converged kernel, $\epsilon_\infty$ is 2.82 if only its head is kept, 3.06 with head and body, and 2.54 with head and wings.

**Q.** The point $q=0$ has no weight in the zone sum for $\Sigma$. How does $\epsilon_\infty$ reach the gap?

**A.** Through a neighbourhood of $q=0$ weighted by $1/q^2$. The QSGW potential has elements $\tfrac12{\rm Re}[\Sigma_{mn}(\varepsilon_m)+\Sigma_{mn}(\varepsilon_n)]$, so at fixed orbitals and energies a level shifts in first order by $\delta\Sigma_{nn}(\varepsilon_n)$, with no renormalization factor. At small $q$ the head overlap tends to $\delta_{nm}$ and the intermediate energy to $\varepsilon_n$. Let $\xi$ be that energy relative to a chemical potential in the gap, and take one pole of $W_c=W-v$, $W_c(i\omega)=-2\Omega w/(\omega^2+\Omega^2)$, so $W_c(0)=-2w/\Omega$. Then
$$\Sigma_c(i\nu)=-\int\frac{d\omega}{2\pi}\,\frac{W_c(i\omega)}{i\nu+i\omega-\xi}.$$
The propagator has its pole at $\omega=-\nu-i\xi$. For an empty level, $\xi>0$, it is in the lower half plane; closing above picks up $\omega=i\Omega$, where $2\Omega w/(\omega^2+\Omega^2)$ has residue $w/i$, and the factor $2\pi i/2\pi$ leaves $w/(i\nu-\xi-\Omega)$. For an occupied level one closes below, clockwise, on residue $-w/i$, and gets $w/(i\nu-\xi+\Omega)$. Continuing $i\nu\to\xi$ gives $-w/\Omega=+\tfrac12W_c(0)$ for the empty level and $+w/\Omega=-\tfrac12W_c(0)$ for the occupied one, and the result is linear in the poles. Exchange adds $-v_0$ to the occupied level. The difference is
$$\tfrac12W_c(0)-\left[-v_0-\tfrac12W_c(0)\right]=v_0+W_c(0)=W_{00}(q,0).$$
For one oscillator, $x(i\omega)=\omega_p^2/(E^2+\omega^2)$ gives $W_c/v_0=-x/[1+(1-a)x]=-\omega_p^2/(\omega^2+\Omega^2)$ with $\Omega^2=E^2+(1-a)\omega_p^2$. Take $E=0.3$ Ha, $\omega_p=0.5$ Ha, $a=0.2$: $x=2.7778$, $\Omega^2=0.09+0.20=0.29$, $\Omega=0.5385$ Ha, and $\tfrac12W_c(0)/v_0=-0.25/0.58=-0.4310$. Quadrature along the imaginary axis for levels at $\pm0.1$ Ha, continued through the single pole, gives $\mp0.4310$. The pole and the gap term 0.1379 are tested, the latter against $(1-ax)/[1+(1-a)x]=0.4444/3.2222$.

The zone sum over a sphere $|q|<q_c$ is
$$\int_0^{q_c}\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{4\pi}{q^2\epsilon_\infty}=\frac{2q_c}{\pi\,\epsilon_\infty}.$$
The neglected pieces carry higher powers of $q_c$: interband overlaps and the $q$ dependence of $\epsilon^{-1}_{00}$ enter at relative order $q^2$, the band-energy shift linear in $q$ cancels between $q$ and $-q$, and the wings of $W$ scale as $1/q$ and give at most order $q_c^2$. With $q_c=0.1$ bohr$^{-1}$, $2q_c/\pi=0.06366$ Ha. The head bootstrap changes the gap by $0.06366\times(-0.0790)=-0.00503$ Ha $=-0.137$ eV. The RPA bootstrap, with $1/3.2879-1/2.2879=-0.133$, changes it by $-0.00846$ Ha $=-0.230$ eV.

**Q.** Is that the QSGW gap correction?

**A.** No. It is the leading term in $q_c$ from one sphere, proportional to the chosen $q_c$; at $q_c=0.1$ bohr$^{-1}$ and fixed $\alpha$ the higher terms reduce the head-bootstrap value for the indirect gap of the model by about 4%, to about $-0.13$ eV. The rest of the zone, the wing and body changes and the relaxation of orbitals are left out. In the QSGW loop the shifted levels change $\chi^0$, so $x_0$, $r$ and $\alpha$ have to be recomputed in each cycle. The model shows the sensitivity: the 0.05 Ha scissor moves $x$ from 1.5214 to 1.2879 and $r$ from $1.5214/1.9997=0.761$ to 0.786. The relations between $\alpha$ and $\epsilon_\infty$ hold cycle by cycle, for the $\chi^0$ of that cycle.

## Computed values

```
L = 6.0 bohr, U = 0.1 Ha, mesh 8^3, 5 bands/axis, 81 G, scissor = 0.05 Ha
unscissored gaps: indirect 0.0717 Ha (1.951 eV), direct 0.1984 Ha
q = 0.002 1/bohr; unscissored x0 = 1.9997 (k.p 1.9998), x = 1.5214
unscissored eps_RPA = 2.5214
scissored x0 = 1.6380, x = 1.2879, r = 0.7863, eps_RPA = 2.2879
eps_RPA with 33 G only = 2.2886
f=-10.0 Ha bohr^3: d eps = 5.280e-06, ratio on doubling q = 3.9996
alpha=1: d eps = 0.1471, ratio on doubling q = 0.9999
bootstrap iterates eps: 2.2879 2.9623 2.7533 2.8027 2.7901
bootstrap: s = 3.0742, eps_inf = 2.7926, other root = 0.2815
bootstrap: alpha = 2.7471, a = 0.2186, a x = 0.2815, slope = -0.2516
eps_inf - eps_RPA = 0.5047, bound r = 0.7863
4pi/(eps_inf-1)^2, local fields ignored = 3.9105
head eps^-1: RPA 0.4371, bootstrap 0.3581, change -0.0790
i w = 0.2 Ha: x = 0.8950, eps^-1 RPA 0.5277, bootstrap 0.4733
i w = 0.5 Ha: x = 0.3619, eps^-1 RPA 0.7343, bootstrap 0.7179
critical alpha 4pi/x = 9.7571
f-sum/(4 pi n) at i w = 50.0 Ha: RPA 0.9989, kernel 0.9989, mesh 0.9990
max change of sym. eps^-1: wing 0.0176, body 0.00391
test-electron head = 0.4984
diagonal kernel, same alpha: x' = 1.3405, eps_inf = 2.8962
RPA bootstrap: alpha = 4.2646, eps_inf = 3.2879
full-matrix bootstrap: head alpha = 2.8601, eps_inf = 2.6823
alpha restoring unscissored eps_RPA = 1.4971
r=1: eps_RPA = 1.01, eps_inf = 1.1051, alpha = 1137.09956
r=1: eps_RPA = 2.00, eps_inf = 2.6180, alpha = 4.79993
r=1: eps_RPA = 5.00, eps_inf = 5.8284, alpha = 0.53901
r=1: eps_RPA = 11.00, eps_inf = 11.9161, alpha = 0.10546
r=1: eps_RPA = 101.00, eps_inf = 101.9902, alpha = 0.00123
oscillator E = 0.3 Ha, wp = 0.5 Ha, a = 0.2, levels +-0.1 Ha: x = 2.7778, pole = 0.5385 Ha
Sigma_c/v0: empty -0.4310, occupied 0.4310; gap term/v0 = 0.1379
q_c = 0.1 1/bohr: sphere integral of v = 0.06366 Ha
small-q gap change, bootstrap: -0.00503 Ha = -0.137 eV
small-q gap change, RPA bootstrap: -0.00846 Ha = -0.230 eV
```
